Negative charge-transfer energy in a square metal–ligand cluster, part 1

(Sections cited here and not found follow in the second part.)

A metal ion M sits at the origin and four identical ligands sit at unit vectors n1 = x, n2 = y, n3 = −x, n4 = −y times a common bond length. The point group is D4h. The basis consists of five metal d orbitals and twelve ligand p orbitals, all real and orthonormal. The reference state has all 17 orbitals doubly filled and is written d^10. The symbol L stands for one hole in the ligand p orbitals, so two holes can form d^8, d^9L or d^10L². An ion of formal valence d^8 is this two-hole problem.

The Hamiltonian contains one-electron energies ε_d and ε_p, two-centre hopping between metal and ligand (parameters pdσ, pdπ), two-centre hopping between neighbouring ligands (ppσ > 0, ppπ < 0, ppσ > |ppπ|), and the full Coulomb interaction inside the d shell. It has no repulsion on the ligands or between sites, no spin–orbit coupling and no point-charge crystal field, so all five d orbitals share ε_d. The algebra is in atomic units and the numbers are in eV. The numerical parts use round model parameters that stand for no particular material:

A = 6.0, B = 0.15, C = 0.6, pdσ = 1.5, pdπ = −0.7, ppσ = 0.6, ppπ = −0.15 eV.

The problem asks under which conditions a negative charge-transfer energy makes the ground state mainly d^(n+1)L, in which sense its symmetry is that of d^n, and when the σ-antibonding orbital becomes mainly ligand. The numerical check supplies the numbers.

**(a) Find the ligand combinations that couple to each d orbital, their hopping integrals and their hole energies. Which combinations do not couple at all?**

*Solution.* Write a d orbital as a traceless symmetric matrix Q, with angular function proportional to n·Q·n and normalization Tr(Q Q') = δ. For example x²−y² has Q = diag(1, −1, 0)/√2, z² has diag(−1, −1, 2)/√6, and xy has Q_xy = Q_yx = 1/√2. A bond along n has cylindrical symmetry, so a p orbital along n couples only to the d orbital Q_σ = (3nnᵀ − 1)/√6, and a p orbital along a unit vector e perpendicular to n couples only to Q_π = (enᵀ + neᵀ)/√2. The overlaps of a general Q with these two are, because Tr Q = 0,

Tr(Q Q_σ) = 3 n·Q·n/√6 = √(3/2) n·Q·n,

Tr(Q Q_π) = √2 e·Q·n.

The radial p orbital r_s at site s points along n_s and couples with strength pdσ √(3/2) n·Q·n. The tangential orbital t_s points along z × n_s and the orbital z_s along z; both couple with strength pdπ √2 e·Q·n.

For x²−y², n·Q·n = ±1/√2, with + on the x axis and − on the y axis. The four elements are ±(√3/2) pdσ, the normalized combination is (r1 − r2 + r3 − r4)/2, and its hopping is 4 · (√3/2) pdσ/2 = √3 pdσ. This is b1g.

For z², n·Q·n = −1/√6 at every site, each element is −pdσ/2, the combination is (r1 + r2 + r3 + r4)/2, and the magnitude is pdσ. This is a1g.

For xy, Q·n1 = y/√2 and t1 = y, giving +pdπ; Q·n2 = x/√2 and t2 = −x, giving −pdπ; the signs keep alternating. The combination is (t1 − t2 + t3 − t4)/2 with magnitude 2|pdπ|. This is b2g.

For xz, Q·n1 = z/√2, Q·n3 = −z/√2, and Q·n2 = Q·n4 = 0. The combination is (z1 − z3)/√2 with magnitude √2 |pdπ|, and yz is its partner. This is eg.

For two neighbouring ligands joined by the unit vector m, the element between p orbitals along e and e' is ppσ (e·m)(e'·m) + ppπ [e·e' − (e·m)(e'·m)], that is

ppπ e·e' + T_pp (e·m)(e'·m), with T_pp = ppσ − ppπ.

From site 1 to site 2, m = (−1, 1, 0)/√2. Then

⟨r1|h|r2⟩ = T_pp (−1/√2)(1/√2) = −T_pp/2,

⟨t1|h|t2⟩ = T_pp (1/√2)(1/√2) = +T_pp/2,

⟨r1|h|t2⟩ = −ppπ − T_pp/2 = −κ,

⟨t1|h|r2⟩ = ppπ + T_pp/2 = +κ, with κ = (ppσ + ppπ)/2,

⟨z1|h|z2⟩ = ppπ.

The fourfold rotation repeats these elements on every edge. Take combinations whose coefficient on site s is χ^s with χ⁴ = 1. The radial combination is shifted by −(T_pp/2)(χ + 1/χ), the tangential one by +(T_pp/2)(χ + 1/χ), the z one by ppπ(χ + 1/χ), and the radial–tangential coupling is −κχ + κ/χ. For χ = ±1 this coupling vanishes, and the electron energies are ε_p − T_pp (a1g), ε_p + T_pp (b1g), ε_p + T_pp (a2g, tangential with χ = 1), ε_p − T_pp (b2g), ε_p + 2ppπ (a2u) and ε_p − 2ppπ (b2u). For χ = ±i the diagonal shifts vanish, so eg stays at ε_p, and the coupling of magnitude 2κ splits the two eu sets to ε_p ± (ppσ + ppπ). Since ppσ > |ppπ|, T_pp exceeds both 2|ppπ| and ppσ + ppπ, so b1g and a2g are the highest ligand levels.

Removing an electron from a level costs minus its energy, so the one-hole matrix is minus the real one-electron matrix. Measured from a d hole, the b1g ligand hole has energy

ε_L = ε_d − ε_p − T_pp,

and the others are ε_L + 2T_pp (a1g, b2g), ε_L + T_pp (eg) and ε_L (a2g). No ligand hole lies below ε_L. The combinations a2g, a2u, b2u and the two eu sets have no d orbital of their symmetry and are nonbonding. With the parameters above,

T ≡ T(b1g) = 2.598, T(a1g) = 1.500, T(b2g) = 1.400, T(eg) = 0.990, T_pp = 0.75 eV.

The phase of each ligand combination is free and is chosen so that the hole hopping is −T_γ with T_γ > 0.

**(b) One hole. Find the ligand weight of the σ-antibonding b1g orbital, relate it to the charge-transfer energy of d^9 → d^10L, and find what happens to the order of the d-like levels when the d level drops below the p levels.**

*Solution.* One hole feels no interaction, and the b1g block in the basis (d, L) is

h = [[0, −T], [−T, ε_L]].

The diagonal difference ε_L is E(d^10L) − E(d^9), the charge-transfer energy of this problem. The secular equation E(E − ε_L) = T² has the lower root

E1 = ε_L/2 − √(ε_L²/4 + T²).

Write its eigenvector as (cos θ, sin θ). The two rows give

−E1 = T tan θ and tan θ = T/(ε_L − E1).

Subtracting the first from ε_L − E1 = T cot θ gives ε_L = T(cot θ − tan θ) = 2T cot 2θ. With 0 < θ < π/2 this fixes cos 2θ = ε_L/√(ε_L² + 4T²), and so

sin²θ = ½ [1 − ε_L/√(ε_L² + 4T²)].

The lowest hole level is the highest electron level, the antibonding σ* orbital at electron energy −E1. For √3 pdσ > 2|pdπ|, which the parameters satisfy, b1g has among all symmetries the largest T_γ and the lowest ligand hole energy, and the lower root falls with growing T_γ and with falling ligand energy, so E1 is the one-hole ground energy. The number sin²θ is at once the weight of d^10L in the ground state and the ligand weight of σ*. It exceeds ½ exactly when ε_L < 0. The symmetry of the state is ²B1g for every ε_L, and the two b1g roots are always separated by at least 2T. For one hole the first and third questions of the introduction therefore have the same answer, negative charge-transfer energy, and the symmetry does not depend on its sign.

In each symmetry γ, with ligand hole energy ε_γ, the electron levels relative to ε_d are −ε_γ/2 ± √(ε_γ²/4 + T_γ²). For |ε_γ| ≫ T_γ the root near zero is the d-like one, and expanding the square root gives the electron energy

T_γ²/ε_γ to leading order in T_γ/ε_γ.

For ε_γ > 0 the d-like level is the antibonding one and is pushed up, most strongly for the largest T_γ. For ε_γ < 0 it is the bonding one and is pushed down, again most strongly for the largest T_γ. When |ε_d − ε_p| is large compared with T_pp the denominators are nearly equal, the order is set by T_γ² alone, and it reverses with the sign of ε_d − ε_p. This is the inverted ligand field: the d-like x²−y² level is the lowest of the five and is filled, while the σ* orbital above, which carries the hole, is mainly ligand. For small |ε_d − ε_p| the denominators differ and the order has to be computed.

For ε_p − ε_d = −4 eV, ε_L = 4 − 0.75 = 3.25 eV, and with T² = 3 · 1.5² = 6.75 eV²,

σ* at −1.625 + √(2.641 + 6.75) = 1.439 eV, ligand weight ½[1 − 3.25/6.129] = 0.235.

The d-like levels b1g, a1g, b2g, eg lie at 1.439, 0.434, 0.382, 0.232 eV. For ε_p − ε_d = +4 eV, ε_L = −4.75 eV, the square root is √(5.641 + 6.75) = 3.520 eV, σ* lies at 2.375 + 3.520 = 5.895 eV with ligand weight ½[1 + 4.75/7.040] = 0.837, and the d-like levels lie at −1.145, −0.586, −0.520, −0.232 eV. The order is exactly reversed in this case. The program tests the weight formula and both orders against the 17 × 17 matrix.

**(c) Two holes. Set up the basis, find the repulsion U of two holes in b = x²−y² and the energy of the triplet with holes in b and a = z², and define the charge-transfer energy.**

*Solution.* The states with S_z = 0 are

|ψ⟩ = Σ_ij C_ij h†(i↑) h†(j↓) |d^10⟩,

with 17² = 289 components. The spin-raising operator turns this into Σ C_ij h†(i↑) h†(j↑)|d^10⟩, which vanishes exactly when C is symmetric, because the two operators anticommute. Symmetric C is a singlet and antisymmetric C a triplet. Rewriting the electron Coulomb operator with hole operators gives a constant, a one-hole term (the mean field of the filled shell, spherical and absorbed in ε_d), and a two-hole term with the same integrals as for two electrons. So H acts on C as h on each index plus ⟨ij|1/r12|kl⟩ when both indices are d.

The multipole expansion 1/r12 = Σ_k (r<^k/r>^(k+1)) P_k(cos γ) separates an integral into radial Slater integrals F^k and angular factors. The addition theorem, with μ = cos θ,

P_k(cos γ) = P_k(μ)P_k(μ') + 2 Σ_(m≥1) [(k−m)!/(k+m)!] P_k^m(μ) P_k^m(μ') cos m(φ − φ'),

turns each angular factor into products of moments of the two densities. Three integrals over −1 < μ < 1 are needed:

∫(1−μ²)² = 16/15, ∫(1−μ²)² μ² = 16/105, ∫(1−μ²)² μ⁴ = 16/315.

The density of b is (15/32π) sin⁴θ (1 + cos 4φ). Its m = 0 moments are (15/16) ∫(1−μ²)² P_k dμ. For k = 0 this is 1. For P_2 = (3μ² − 1)/2 it is (15/16)(48/105 − 112/105)/2 = −2/7. For P_4 = (35μ⁴ − 30μ² + 3)/8 it is (15/16) · 2(1/9 − 2/7 + 1/5) = 1/21. The m = 4 moment uses P_4^4 = 105 sin⁴θ and ∫(1−μ²)⁴ = 256/315, and equals (15/32π) · π · 105 · 256/315 = 40; it contributes 2 · 40²/8! = 35/441. Hence

U = ⟨bb|bb⟩ = F^0 + (4/49)F^2 + (1/441 + 35/441)F^4 = F_0 + 4F_2 + 36F_4,

with F_0 = F^0, F_2 = F^2/49, F_4 = F^4/441. The Racah parameters are A = F_0 − 49F_4, B = F_2 − 5F_4, C = 35F_4, and A + 4B + 3C = F_0 + 4F_2 + (−49 − 20 + 105)F_4, so

U = A + 4B + 3C.

The density of a is (5/4π) P_2². From P_2² = 1/5 + (2/7)P_2 + (18/35)P_4 and ∫P_k² = 2/(2k+1), its moments are 1, (5/2)(2/7)(2/5) = 2/7 and (5/2)(18/35)(2/9) = 2/7. The direct integral is

J = F^0 + (−2/7)(2/7)F^2 + (1/21)(2/7)F^4 = F_0 − 4F_2 + 6F_4.

The overlap density is (5√3/16π)(1−μ²)(3μ²−1) cos 2φ. With P_2^2 = 3(1−μ²) the moment is (15√3/16)(48/105 − 112/105) = −4√3/7, contributing 2 · (1/24)(48/49) = 4/49. With P_4^2 = (15/2)(7μ²−1)(1−μ²) and ∫(1−μ²)²(21μ⁴ − 10μ² + 1) = 64/105, the moment is (5√3/16)(15/2)(64/105) = 10√3/7, contributing 2 · (2/720)(300/49) = 15/441. So K = 4F_2 + 15F_4, and the triplet energy is

J − K = F_0 − 8F_2 − 9F_4 = A − 8B.

This triplet has symmetry b1g × a1g = B1g. It is the only ³B1g state of d^8: d has no a2g orbital to pair with b2g, and the antisymmetric product of eg with itself is A2g. It is therefore an eigenstate of the Coulomb operator. The program builds all d integrals by angular quadrature, diagonalizes the 25 × 25 matrix, and tests that the spectrum is A − 8B (seven antisymmetric states, ³F), A − 3B + 2C (¹D), A + 7B (³P), A + 4B + 2C (¹G) and A + 14B + 7C (¹S). The lowest term is at A − 8B = 4.80 eV, the lowest singlet at A − 3B + 2C = 6.75 eV, and U = 8.40 eV.

Without pd hopping the lowest d^9L state has energy ε_L. The charge-transfer energy measured from the lowest d^8 term is

Δ = ε_L − (A − 8B).

For the singlet with both holes in b1g the natural reference is the configuration b², which defines

Δ_S = ε_L − U = Δ − (12B + 3C),

here Δ_S = Δ − 3.60 eV. A statement about negative charge-transfer energy must say which of the two is meant.

**(d) Show that the d^8, d^9L and d^10L² parts of an eigenstate carry the same term symbol. In what sense is the symmetry of the ground state unchanged as Δ is lowered?**

*Solution.* Write H = H0 + V, where V is the pd hopping and H0 is the rest. Let n_L count ligand holes and P_k project on n_L = k. A group element g maps d orbitals on d orbitals and ligand orbitals on ligand orbitals, so it commutes with n_L and with each P_k; so does the total spin. It also commutes with H. For a state of a one-dimensional representation, gψ = χ(g)ψ, and

g P_kψ = P_k gψ = χ(g) P_kψ.

Each nonzero part transforms as the whole. For a degenerate representation the same line holds with χ replaced by the representation matrix. The argument uses nothing about the number of holes, so it holds for d^n, d^(n+1)L, d^(n+2)L² and beyond. It follows that a state with any d^n admixture has a term symbol that exists in d^n, and that a d^(n+1)L state whose symbol is absent from both d^n and d^(n+2)L² cannot hybridize.

Since Δ enters only through the ligand energies, H(Δ) = H(0) + Δ n_L. The symmetry sectors do not depend on Δ. Inside a sector the lowest eigenvalue E_Γ(Δ) is the minimum over normalized states of functions linear in Δ, so it is continuous and concave. Where it is nondegenerate its state changes smoothly and the Hellmann–Feynman theorem gives

dE_Γ/dΔ = ⟨n_L⟩_Γ.

Concavity means that ⟨n_L⟩ never decreases when Δ is lowered. A state can thus pass from mainly d^n to mainly d^(n+1)L without changing its label. Nothing in this argument forbids E_Γ and E_Γ' from crossing, and a sector that holds more ligand holes falls faster. The ground-state symmetry is unchanged between crossings of sectors and can change at one; part (g) shows that such a crossing occurs and part (i) gives its position.

The program diagonalizes the 289 × 289 matrix without imposing symmetry, at each integer Δ from +8 to −8 eV, and tests that each of the three parts of the ground state has the same eigenvalues of C4, σ_v, σ_h and spin exchange. It also tests that the two lowest ¹A1g levels stay more than 0.1 eV apart at these points. The statement depends on the symmetry of V: with one bond's hopping scaled by 1.2 at Δ = −2 eV the ground state has ⟨C4⟩ = 0.985 and is no longer a pure D4h state.

**(e) Derive an exact relation between the weights of even and odd n_L in the ground state and their unhybridized energies.**

*Solution.* H0 conserves n_L and V changes it by ±1, so V connects even n_L only to odd n_L. Split the real eigenvector as ψ = ψ_e + ψ_o with weights w_e + w_o = 1, both nonzero. Projecting (H − E)ψ = 0 on the two subspaces gives

(H0 − E)ψ_e + Vψ_o = 0,

(H0 − E)ψ_o + Vψ_e = 0.

Multiply the first by ψ_e and the second by ψ_o. The hopping terms are equal because V is symmetric. With Ē_e = ⟨ψ_e|H0|ψ_e⟩/w_e and Ē_o defined likewise,

w_e (Ē_e − E) = w_o (Ē_o − E) = −⟨ψ_e|V|ψ_o⟩.

The normalized ψ_e has ⟨V⟩ = 0, so Ē_e is its expectation value of H. For a nondegenerate lowest state of a sector the variational principle gives Ē_e > E, strictly because ψ_e is not ψ; the same holds for Ē_o. Dividing,

w_o/w_e = (Ē_e − E)/(Ē_o − E),

so w_o > ½ if and only if Ē_o < Ē_e.

This holds for any strength of V. The quantity that has to be negative is Ē_o − Ē_e, a charge-transfer energy averaged over the configurations present. The even part includes d^(n+2)L², so this quantity is not Δ. For two holes w_o is the d^9L weight; for more holes it also contains the L³ configurations. A sufficient condition that needs no wave function is that every odd unhybridized level of the coupled block lies below every even one.

**(f) Apply this to the singlet with both holes in b1g orbitals, to the full ¹A1g block and to ³B1g. When does d^9L hold more than half of the weight, and when does it fail to?**

*Solution.* Denote by |ij⟩ the state with the up hole in i and the down hole in j, with i, j ∈ {d, L} of b1g symmetry. Each hole can hop, so

V|dL⟩ = −T(|LL⟩ + |dd⟩), V|Ld⟩ = −T(|dd⟩ + |LL⟩).

The singlet |s⟩ = (|dL⟩ + |Ld⟩)/√2 has V|s⟩ = −√2 T(|dd⟩ + |LL⟩), and the triplet (|dL⟩ − |Ld⟩)/√2 is annihilated by V. Both have orbital symmetry b1g × b1g = A1g. Keeping only the b1g orbitals, the singlet problem in the basis (|dd⟩, |s⟩, |LL⟩) has diagonal (U, ε_L, 2ε_L) and amplitudes (a, b, c) obeying

(U − E)a = √2 T b,

(ε_L − E)b = √2 T (a + c),

(2ε_L − E)c = √2 T b.

An eigenvector with b = 0 needs c = −a and U = E = 2ε_L; the trial state (|dd⟩ + |LL⟩)/√2 mixed with a little |s⟩ lies below that energy, so the lowest level has b ≠ 0. Every basis state is a trial state and none is an eigenstate, so the lowest E lies strictly below all three diagonal elements. Then a and c are fixed positive multiples of b, which makes the lowest level nondegenerate for all Δ, with a, b, c > 0. The d^8 part never vanishes at finite Δ.

Here Ē_o = ε_L and Ē_e = (a²U + 2c²ε_L)/(a² + c²). Their difference is

Ē_e − Ē_o = [a²(U − ε_L) + c² ε_L]/(a² + c²).

If 0 ≤ ε_L ≤ U and U > 0, both terms are non-negative and at least one is positive. Therefore

b² > ½ for −U ≤ Δ_S ≤ 0, U > 0, and any T > 0.

The condition is sufficient; by continuity b² stays above ½ for some distance outside the window. In terms of Δ the window is −(A − 8B) ≤ Δ ≤ 12B + 3C, here −4.80 to +3.60 eV. This window belongs to the three-state model and does not carry over to the full cluster, for which a narrower sufficient range is derived below. A negative Δ lies inside it as long as ε_L ≥ 0, that is, as long as the second charge transfer d^9L → d^10L² still costs energy.

The statement fails in two limits. For ε_L → −∞ the state |LL⟩ is lowest, first-order perturbation theory gives b/c ≈ √2 T/|ε_L|, and d^10L² takes all the weight. For U = 0 the ground state is the product of two orbitals from part (b), with a = cos²θ, b = √2 sin θ cos θ, c = sin²θ, so b² = ½ sin² 2θ ≤ ½ for every Δ_S. A ground state that is mainly d^9L is an effect of the repulsion U. The program tests the inequality on 400 random parameter sets inside the window, tests b² ≤ ½ at U = 0, and tests c² > ½ at one point far below the window.

In the full ¹A1g block the Coulomb interaction couples b² to the other d pairs, which bring their own ligand partners. The odd levels are ε_L, ε_L + T_pp and ε_L + 2T_pp. The even levels are d^8 singlets, not below A − 3B + 2C, and L² states, not below 2ε_L. The sufficient condition of (e) reads

ε_L + 2T_pp ≤ min(A − 3B + 2C, 2ε_L),

and it is strict in effect because the odd part contains the level ε_L. With the numbers, 1.50 ≤ ε_L ≤ 5.25 eV, or −3.30 ≤ Δ ≤ 0.45 eV.

For ³B1g the state |ba⟩ couples to three others with one hole in the b1g pair of orbitals and one in the a1g pair. The even levels are A − 8B and 2ε_L + 2T_pp, the odd ones ε_L and ε_L + 2T_pp. The odd ones lie at or below the even ones when Δ ≤ −2T_pp and ε_L ≥ 0, here −4.80 ≤ Δ ≤ −1.50 eV. The program tests that the lowest root of this 4 × 4 matrix is a level of the full ³B1g sector, and that w_o > ½ at the integer points of this range.

Parts (a) to (f) have solved the one-hole problem, defined the charge-transfer energies for two holes, and given sufficient conditions for d^9L to hold more than half of the weight in the ¹A1g and ³B1g states. It remains to find which symmetry the hopping selects and when σ* is mainly ligand for two holes, to work out the numerical example, and to see which results survive beyond the model.
